Bulk lifetime and surface recombination velocity from two wafer thicknesses

**Question**

I have two wafers cut from the same crystal, 200 µm and 400 µm thick, with the same passivation on all faces. After a short light pulse the photoconductance decays exponentially, with effective lifetimes of 200 µs and 320 µs. I want the bulk lifetime τb and the surface recombination velocity S, which I assume are common to both wafers. The relation I was given is

1/τ = 1/τb + 2S/W,

said to hold "for small S". The diffusivity is D = 12 cm²/s.

Two equations for two unknowns is fine, but I am stuck on the verification. I was told to check that SW/(2D) is much less than one. The S I would put in comes from the very approximation I am testing, which looks circular. And if the ratio comes out at 0.1 or 0.2, how wrong are S and τb? I ask because a second pair of wafers, with the same thicknesses but poorer passivation, gave 60 µs and 110 µs.

**Answer**

The circularity can be removed, because the diffusion problem behind your relation can be solved without assuming small S. The solution also shows that S and τb are affected very differently by the approximation, so that one small ratio is not enough to protect both.

**Where the relation comes from**

Let n(z,t) be the excess carrier density, with z measured from the midplane, so that the faces lie at z = ±W/2. I assume one-dimensional diffusion, uniform D and τb, no electric field, no trapping, and an S that does not depend on n. Then

∂n/∂t = D ∂²n/∂z² − n/τb.

Each face removes carriers at the rate S n per unit area, and diffusion must deliver them:

−D ∂n/∂z = S n at z = +W/2,
+D ∂n/∂z = S n at z = −W/2.

Integrate the diffusion equation over the thickness and call the total N. The diffusion term becomes D ∂n/∂z at the upper face minus D ∂n/∂z at the lower face, and the boundary conditions turn this into

dN/dt = −N/τb − S [n(W/2) + n(−W/2)].

If the profile is nearly flat, both face densities equal N/W, and the decay rate is 1/τb + 2S/W. The factor 2 counts the faces; S is the velocity of a single face. The approximation is therefore the flatness of the profile.

**Solving for the two unknowns**

Multiply the relation by W:

W/τ = W/τb + 2S.

This is a straight line in W, with slope 1/τb and intercept 2S. I mark the values obtained from it with L, for "line". Subtracting the equations of the two wafers removes 2S:

1/τ_L = (W₂/τ₂ − W₁/τ₁)/(W₂ − W₁).

Subtracting the original equations, before multiplication by W, removes the bulk rate instead:

1/τ₁ − 1/τ₂ = 2S_L (1/W₁ − 1/W₂) = 2S_L (W₂ − W₁)/(W₁W₂),

S_L = W₁W₂ (1/τ₁ − 1/τ₂) / [2(W₂ − W₁)].

Both results are positive if τ₁ < τ₂ < τ₁W₂/W₁. Data outside this window contradict the line model.

For your first pair,

W₁/τ₁ = 0.02 cm / 200 µs = 100 cm/s,
W₂/τ₂ = 0.04 cm / 320 µs = 125 cm/s,

1/τ_L = (125 − 100)/0.02 = 1250 s⁻¹, so τ_L = 800 µs,
2S_L = 100 − 0.02 × 1250 = 75 cm/s, so S_L = 37.5 cm/s.

**The decay without the flat-profile assumption**

Look for a symmetric profile that decays without changing shape:

n = cos(kz) exp(−t/τ).

The diffusion equation gives 1/τ = 1/τb + Dk². At the upper face the boundary condition reads

Dk sin(kW/2) = S cos(kW/2).

Define x = kW/2 and h = SW/(2D). Dividing by the cosine and multiplying by W/(2D) gives

x tan x = h.

The surface contribution to the decay rate is

r = Dk² = 4Dx²/W², so that 1/τ = 1/τb + r.

On 0 < x < π/2 the function x tan x rises from zero to infinity, so there is one root there for every positive h. It belongs to the slowest mode, the one you observe late in the decay. Antisymmetric modes, proportional to sin(kz), contain no net number of carriers and do not show in the total conductance. The next visible mode is again symmetric, with x slightly above π when h is small. In your 400 µm wafer it decays in 3.3 µs, so it has vanished long before 320 µs.

It does matter at early times. For carriers generated close to one face of that wafer, with an initial density that falls off exponentially over a depth of 10 µm, the computed apparent lifetime 1 µs after the pulse is 140 µs instead of 320 µs. The balance for N shows why: the loss depends on the face densities, and one of them is then far above the average. The lifetimes must be read from the late, single-exponential part.

**What small S means, and the first correction**

For small x,

x tan x = x² + x⁴/3 + 2x⁶/15 + …

With u = x² this reads h = u + u²/3 + 2u³/15 + …. To invert it, insert u = h + ah² + bh³ and collect powers of h:

h²: a + 1/3 = 0, so a = −1/3,
h³: b + 2a/3 + 2/15 = 0, so b = 2/9 − 2/15 = 4/45.

Multiplying u by 4D/W² and replacing h by SW/(2D) gives

r = 2S/W − S²/(3D) + 2S³W/(45D²) − …

The first term is your relation. The second has a simple origin. For the cosine profile, the ratio of face density to mean density is

cos x / (sin x / x) = x cot x ≈ 1 − x²/3 ≈ 1 − h/3.

The faces see fewer carriers than a flat profile would offer, so the surface rate drops by (2S/W)(h/3) = S²/(3D). The thickness cancels: a thicker wafer has a deeper dip at its faces, but its surface rate is smaller in the same proportion.

**How the correction enters S and τb**

A term that is the same for both wafers cannot be told apart from a bulk rate. Multiply the corrected decay rate by W:

W/τ = W/τb + 2S − S²W/(3D) + 2S³W²/(45D²) − …

The slope between the two wafers is what the line analysis calls the bulk rate:

1/τ_L = 1/τb − S²/(3D) + 2S³(W₁ + W₂)/(45D²) − …

For S_L we need the difference of the decay rates, from which the S² term drops out:

1/τ₁ − 1/τ₂ = 2S(W₂ − W₁)/(W₁W₂) − 2S³(W₂ − W₁)/(45D²) + …

Multiplying by W₁W₂/[2(W₂ − W₁)] gives

S_L = S − S³W₁W₂/(45D²) + …

So S_L has a relative error of second order in h, while the bulk rate absorbs the whole first correction. Keep that correction alone and multiply 1/τ_L = 1/τb − S²/(3D) by τ_L:

τ_L/τb − 1 ≈ S²τ_L/(3D).

This is the check for the bulk lifetime. To compare it with h, write it as

S²τ_L/(3D) = (h/3) × (2S/W)/(1/τ_L).

The error is h/3 multiplied by the ratio of surface rate to bulk rate. If the surfaces dominate the decay, a small h can still leave a large error in τb.

**Removing the circularity**

Subtracting the exact decay rates of the two wafers eliminates τb:

r(W₁,S) − r(W₂,S) = 1/τ₁ − 1/τ₂.

This is one equation for S, to be solved numerically, with x tan x = h solved for each wafer at every trial S. There is at most one solution. To see this, differentiate r = 4Du/W²:

dr/dS = (4D/W²)(du/dh)(W/(2D)) = (2/W) du/dh.

The power series of x tan x in u has positive coefficients, so h(u) curves upwards and du/dh falls as h grows. At a given S the thinner wafer has the smaller h, hence the larger du/dh, and also the larger factor 2/W. The left side therefore rises steadily with S. Once S is known, either wafer gives 1/τb = 1/τ − r.

**Your first pair**

The line values give h = 0.031 and 0.063 for the two wafers, and S_L²τ_L/(3D) = 0.031. All are small, and the last one predicts that τ_L is about 3 % too long.

The exact equation gives S = 37.5 cm/s. The root for the thin wafer is x = 0.17588, and

r(W₁) = 4 × 12 × 0.17588² / 0.02² ≈ 3712 s⁻¹,
1/τb = 5000 − 3712 = 1288 s⁻¹, so τb = 776 µs.

The thick wafer agrees: 3125 − 1837 = 1288 s⁻¹. Relative to the exact solution, S_L is low by 0.02 % and τ_L is high by about 3 %. The small-velocity approximation is verified for this pair at that level. The results are S = 37.5 cm/s (0.375 m/s) and τb = 776 µs (0.78 ms).

You can also avoid the numerical solution by adding the missing term to the bulk rate: 1250 + 39 = 1289 s⁻¹, which again gives 776 µs.

As a separate test, the diffusion equation was evolved in time on a grid, with the exact S and τb and with carriers starting near one face. The late decay returned the measured lifetimes of both pairs to within one part in ten thousand.

**Your second pair**

Now W₁/τ₁ = 333.33 cm/s and W₂/τ₂ = 363.64 cm/s. The line gives

1/τ_L = 30.30/0.02 = 1515 s⁻¹, so τ_L = 660 µs,
S_L = 151.5 cm/s.

The ratios h are 0.13 and 0.25, which might pass as small. But S_L²τ_L/(3D) = 0.42, which warns of a large error in τb. The exact solution is S = 151.9 cm/s and τb = 477 µs. The line value of S is low by only 0.3 %, whereas its bulk lifetime is 38 % too long.

The simple correction gives 1515 + 638 = 2153 s⁻¹, or 464.5 µs, about 3 % below the exact value. The exact bulk rate is 2095 s⁻¹, lower by 58 s⁻¹. The next term in the slope, 2S³(W₁ + W₂)/(45D²), is about 65 s⁻¹ and has the sign needed to account for this difference, apart from smaller terms. For this pair I would use the exact equation.

**Bounds for any S, and the fast-surface limit**

The error of 2S/W for a single wafer can be bounded without a series in h. Since 1/h = cot x / x,

1/r − W/(2S) = (W²/4D)(1/x² − 1/h) = (W²/4D)(1 − x cot x)/x².

The partial-fraction form of the cotangent gives

(1 − x cot x)/x² = 2 Σ 1/(m²π² − x²), m = 1, 2, 3, …

Every term grows with x. The sum is 1/3 at x = 0 and 4/π² at x = π/2, where the cotangent vanishes. Hence

W²/(12D) < 1/r − W/(2S) < W²/(π²D).

The surface lifetime 1/r is thus a capture time W/(2S) plus a diffusion time confined to a narrow range. Multiplying by 2S/W gives the excess of the simple surface rate, relative to the exact one:

h/3 < (2S/W)/r − 1 < 4h/π².

For your 400 µm wafers this excess is 2.1 % in the first pair and 8.6 % in the second, in both cases close to the lower bound.

For very fast surfaces x approaches π/2 and r approaches π²D/W². Diffusion to the faces then limits the decay, and the data no longer determine S. Putting this r into the line formulas gives

S_L → π²D(W₁ + W₂)/(2W₁W₂),
1/τ_L → 1/τb − π²D/(W₁W₂).

The first corresponds to h = 3π²/4, about 7, in the thicker wafer when W₂ = 2W₁. The second is negative unless the bulk lifetime is very short. Saturated surfaces therefore do not pass for slow ones in this analysis.

**How well the lifetimes must be measured**

The bulk rate comes from a difference of two similar numbers. Differentiating the line formulas gives

d ln τ_L / d ln τ₁ = −(W₁/τ₁)/(W₂/τ₂ − W₁/τ₁) = −100/25 = −4,
d ln τ_L / d ln τ₂ = +(W₂/τ₂)/(W₂/τ₂ − W₁/τ₁) = 125/25 = 5,

d ln S_L / d ln τ₁ = −(1/τ₁)/(1/τ₁ − 1/τ₂) = −5000/1875 = −2.7,
d ln S_L / d ln τ₂ = +(1/τ₂)/(1/τ₁ − 1/τ₂) = 3125/1875 = 1.7.

If τ₁ is read 1 % low and τ₂ 1 % high, the first pair gives τ_L = 879 µs and S_L = 39.1 cm/s, shifts of 9.9 % and 4.3 %. The shift of τ_L is larger than the 3 % error that the approximation causes in it. A common offset in microseconds is a different percentage of each reading and need not cancel, but an error of the same percentage in both readings does much less harm, because the two sensitivities of τ_L add up to 1. For the second pair they are −333.33/30.30 = −11 and 363.64/30.30 = 12, so its line value of τb is still more sensitive to the readings. Adding 2 µs to both of its readings lowers τ_L by about 12 %. The exact equation removes the error of the approximation, but not the errors of the measured lifetimes, and it relies on D, since the correction to the bulk rate scales as 1/D. In a real wafer D depends on doping and injection level. For the second pair, a D that is 10 % lower or higher moves the exact τb from 477 µs to about 465 or 489 µs, while S changes by less than 0.1 %.

Equal passivation matters just as much. If S on the thicker wafer is higher by δS, the line relation moves its W/τ by 2δS and the bulk rate by 2δS/(W₂ − W₁). For δS = 1 cm/s this is 100 s⁻¹, or 8 % of the 1250 s⁻¹ found for the first pair. Two wafers cannot reveal such a small difference, since any two lifetimes inside the window given above fit the line model exactly. A third thickness provides a partial test, because all three lifetimes must then fit one S and one τb. It can expose a single deviating wafer if the lifetimes are measured precisely enough, but within the line model an S that changes linearly with thickness goes unseen, because it only alters the slope of the line.

Nor does a straight plot of W/τ show that the line value of τb is right. The correction −S²W/(3D) is itself linear in W, so it changes the slope without bending the line; the bending begins with the much smaller S³ term. With surfaces like those of your second pair, a 300 µm wafer would lie only about 0.03 % off the line through the other two, although the line value of τb is 38 % too long. Use the exact equation there even if the plot looks straight.

The numerical output below lists the values for both pairs; it writes t1, t2 and tb for τ₁, τ₂ and τb.

Computed values

```
diffusivity D = 12.0 cm^2/s
thicknesses W1, W2 = 200, 400 um
case A: t1, t2 = 200, 320 us
  W1/t1, W2/t2 = 100.00, 125.00 cm/s
  line: bulk rate = 1250.0 1/s
  line: S = 37.500 cm/s, tb = 800.0 us
  exact: S = 37.506 cm/s, tb = 776.3 us
  line error: S -0.017 %, tb 3.05 %
  S^2/(3D) from line S = 39.06 1/s
  S^2 tb/(3D) from line values = 0.0312
  tb after simple correction = 775.8 us
  W1: h from line S = 0.0312, x exact = 0.17588
  W1: surface rate exact 3711.9, 2S/W 3750.6 1/s, excess 1.04 %
  W1: simulated decay time = 200.000 us
  W2: h from line S = 0.0625, x exact = 0.24745
  W2: surface rate exact 1836.9, 2S/W 1875.3 1/s, excess 2.09 %
  W2: simulated decay time = 320.000 us
case B: t1, t2 = 60, 110 us
  W1/t1, W2/t2 = 333.33, 363.64 cm/s
  line: bulk rate = 1515.2 1/s
  line: S = 151.515 cm/s, tb = 660.0 us
  exact: S = 151.917 cm/s, tb = 477.4 us
  line error: S -0.265 %, tb 38.26 %
  S^2/(3D) from line S = 637.69 1/s
  S^2 tb/(3D) from line values = 0.4209
  tb after simple correction = 464.5 us
  W1: h from line S = 0.1263, x exact = 0.34847
  W1: surface rate exact 14571.8, 2S/W 15191.7 1/s, excess 4.25 %
  W1: simulated decay time = 60.000 us
  W2: h from line S = 0.2525, x exact = 0.48291
  W2: surface rate exact 6996.0, 2S/W 7595.9 1/s, excess 8.57 %
  W2: simulated decay time = 110.001 us
A, W2: next visible mode decays in 3.32 us
A, W2: apparent lifetime 1 us after pulse = 140.3 us
A: dlnS/dln(t1), dlnS/dln(t2) = -2.667, 1.667
A: dln(tb)/dln(t1), dln(tb)/dln(t2) = -4.000, 5.000
A: t1 -1 %, t2 +1 %: S = 39.13 cm/s, tb = 879.0 us
A: resulting shifts: S 4.34 %, tb 9.88 %
```
